# Where Coulomb Attraction to a Silicon Donor Equals Thermal Energy

## Definitions and conventions

An arsenic atom on a silicon site has one valence electron more than the atom it replaces. When that electron has left, the donor is an ion of charge $+e$, where $e>0$ is the elementary charge. A conduction electron of charge $-e$ is at distance $r$ from it. Their Coulomb energy $U(r)$ is zero at infinite separation, so attraction makes $U$ negative.

"Thermal energy" here means $k_BT$, with $k_B$ the Boltzmann constant and $T$ the temperature. The distance sought, $r_c$, is defined by

$$|U(r_c)|=k_BT .$$

Silicon is treated as a uniform dielectric of relative permittivity $\varepsilon_r=11.7$, a rough typical value. At first there are no other mobile charges and no applied field. Hartree atomic units serve for the quick estimate: lengths are in bohr, energies in hartree, and $4\pi\varepsilon_0=e=\hbar=m_e=1$. Device quantities are in nm, meV and MV/cm.

## Back-of-envelope estimate

In atomic units two unit charges in vacuum have a Coulomb energy of magnitude $1/r$. At room temperature $k_BT$ is about $10^{-3}$ hartree, so in vacuum the two energies match near 1000 bohr. Silicon weakens the attraction by a factor of about 12, which leaves $1000/12\approx 83$ bohr. One bohr is about 0.053 nm, so

$$r_c\approx 83\times0.053\ \text{nm}\approx4.4\ \text{nm}.$$

The answer is therefore roughly 5 nm. This estimate assumed that the crystal simply divides the attraction by $\varepsilon_r$, which has to be derived.

## Controlled derivation

**Screening by the crystal.** Put the ion at the centre of a small empty cavity of radius $a$ in the dielectric. Let $Qe$ be the total charge seen from outside, that is, the ion plus the bound charge on the cavity wall. The field in the dielectric and the polarization it causes are

$$E(r)=\frac{Qe}{4\pi\varepsilon_0r^2},\qquad P(r)=\varepsilon_0(\varepsilon_r-1)E(r).$$

At the wall the outward normal of the dielectric points towards the ion, against $P$. The bound surface charge density is therefore $-P(a)$, and the bound charge in units of $e$ is

$$Q_b=-\frac{4\pi a^2P(a)}{e}=-(\varepsilon_r-1)Q .$$

The radius $a$ has cancelled. There is no bound charge inside the uniform dielectric, because $P\propto1/r^2$ has zero divergence there. Inserting $Q_b$ in $Q=1+Q_b$ gives

$$Q+(\varepsilon_r-1)Q=1\quad\Rightarrow\quad Q=\frac1{\varepsilon_r}=0.0855 .$$

**The energy.** The attractive force has magnitude $C/r^2$, with

$$C=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}=\frac{1.4400\ \text{eV nm}}{11.7}=0.1231\ \text{eV nm}.$$

The work needed to pull the electron from $r$ to infinity is

$$\int_r^\infty\frac{C}{x^2}\,dx=\left[-\frac Cx\right]_r^\infty=\frac Cr .$$

The electron ends at zero potential energy, so it started at $U(r)=-C/r$.

**The distance.** Setting $C/r_c=k_BT$ gives

$$\boxed{r_c=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r k_BT}}$$

At 300 K, $k_BT=25.85$ meV, or $9.50\times10^{-4}$ hartree. In atomic units

$$r_c=\frac1{\varepsilon_rk_BT}=\frac{1}{11.7\times9.50\times10^{-4}}=90.0\ \text{bohr}=4.76\ \text{nm}.$$

A root search on the numerically integrated work also gives 4.76 nm.

## Comparison and scaling

The quick estimate, 4.4 nm, is about 8% below the derived value. Its rounded thermal energy was about 5% too large and its rounded permittivity about 3% too large. Both errors shorten the distance.

Since $r_c\propto1/(\varepsilon_rT)$, the vacuum distance at 300 K is 55.7 nm. At 400 K, with $\varepsilon_r$ held fixed, the distance in silicon is 3.57 nm. If "thermal energy" meant the mean kinetic energy $\tfrac32k_BT$, the condition $C/r=\tfrac32k_BT$ would give $r=\tfrac23r_c=3.17$ nm. The convention alone moves the answer by a third, so "roughly 5 nm" is a fair statement of a scale.

## What the distance says about capture

An electron is classically bound to an isolated ion if its kinetic energy $K$ is less than $C/r$. Write $x=K/k_BT$ and $s=r_c/r$, so that the condition is $x<s$. In classical equilibrium $x$ has the Maxwell distribution $(2/\sqrt\pi)\sqrt x\,e^{-x}$. The bound fraction of the electrons found at distance $r$ follows with the substitution $x=t^2$, $dx=2t\,dt$, and an integration by parts:

$$P=\frac4{\sqrt\pi}\int_0^{\sqrt s}t^2e^{-t^2}dt
=\frac4{\sqrt\pi}\left[-\frac{t}{2}e^{-t^2}\right]_0^{\sqrt s}+\frac2{\sqrt\pi}\int_0^{\sqrt s}e^{-t^2}dt .$$

The last term is the error function, so

$$P=\operatorname{erf}(\sqrt s)-2\sqrt{\frac s\pi}\,e^{-s}.$$

At $r=r_c$, $s=1$ and $P=0.428$; random sampling of thermal velocities gives the same figure. More than half of the electrons at $r_c$ have enough energy to leave. Far away $s\to0$ and $P\to0$; close in $s$ is large and $P\to1$. The change is gradual, and $r_c$ marks its middle region rather than an edge.

Nor does attraction by itself capture an electron that arrives from far away. Such an electron has positive total energy, and a static Coulomb force conserves it. Consider an electron of a single isotropic mass with total energy $\tfrac32k_BT=38.8$ meV, approaching from a distance of $20r_c$ on a line offset by $r_c$ from the ion. Its computed path comes within 3.51 nm of the ion, well inside $r_c$, and then leaves; the calculation ends with the electron 245 nm away and still receding. To be captured, it must lose energy, for example to lattice vibrations. The capture rate depends on that loss, which $r_c$ does not contain.

## Other mobile electrons

Let the mean electron density be $n$, balanced by a uniform positive background. Near the ion, whose potential is $\phi$, the Boltzmann density is $n e^{e\phi/k_BT}$. The net charge density outside the ion is

$$\rho=en\left(1-e^{e\phi/k_BT}\right)\approx-\frac{e^2n}{k_BT}\phi ,$$

where the exponential has been expanded to first order. Poisson's equation $\nabla^2\phi=-\rho/(\varepsilon_0\varepsilon_r)$ becomes

$$\nabla^2\phi=\frac{\phi}{\lambda_D^2},\qquad\lambda_D^2=\frac{\varepsilon_0\varepsilon_rk_BT}{e^2n}.$$

For a spherical potential, $u=r\phi$ obeys $u''=u/\lambda_D^2$. The decaying solution is $u\propto e^{-r/\lambda_D}$. Matching to the unscreened ion at small $r$ and using $C=k_BTr_c$ gives

$$U(r)=-e\phi=-k_BT\,\frac{r_c}{r}\,e^{-r/\lambda_D}.$$

The condition $|U|=k_BT$ is then $re^{r/\lambda_D}=r_c$. Dividing by $\lambda_D$ puts it in the form $we^w=r_c/\lambda_D$ with $w=r/\lambda_D$, whose solution defines the Lambert function $W$:

$$r=\lambda_D\,W(r_c/\lambda_D).$$

For $n=10^{16}$ cm$^{-3}$, $\lambda_D=40.9$ nm and the distance falls to 4.3 nm, a change of $-10\%$ relative to $r_c$. For $n=10^{18}$ cm$^{-3}$, $\lambda_D=4.1$ nm and it falls to about 2.6 nm, a change of $-46\%$. These are sizes, not precise corrections: at the distance found, $e\phi=k_BT$, so the expansion parameter is 1. Keeping the full exponential shortens the distance further, by an amount that depends on how the divergence at the ion is cut off: excluding electrons from a core of 2 to 0.5 nm gives $-11$ to $-14\%$ at the lower density and $-47$ to $-59\%$ at the higher one. The screening cloud also has a size of order $\lambda_D$, and a sphere of that radius holds on average $\tfrac43\pi n\lambda_D^3$ electrons: about 2.9 at the lower density and 0.29 at the higher one. A smooth cloud is therefore a rough picture in the first case and a poor one in the second.

## An applied field

Let an applied field exert a force $F$ on the electron, and let $z$ be the distance from the ion in the direction of that force. Then

$$U(z)=-\frac Cz-Fz,\qquad \frac{dU}{dz}=\frac C{z^2}-F .$$

The derivative vanishes at $z_s=\sqrt{C/F}$. The second derivative, $-2C/z^3$, is negative, so this point is the top of the barrier along the escape direction. Its energy is

$$U(z_s)=-C\sqrt{\frac FC}-F\sqrt{\frac CF}=-2\sqrt{CF}.$$

A junction field of 0.1 MV/cm is 0.01 V/nm, so $F=0.01$ eV/nm and

$$z_s=\sqrt{\frac{0.1231}{0.01}}\ \text{nm}=3.51\ \text{nm},\qquad 2\sqrt{CF}=70.2\ \text{meV}.$$

The barrier top lies inside $r_c$ and is lowered by 2.7 times $k_BT$. The dividing case is $z_s=r_c$, which requires $F=C/r_c^2=k_BT/r_c$, a field of 0.054 MV/cm. Above it, the applied force on an electron at $r_c$ exceeds the pull of the ion.

## Quantum spread and the continuum

The argument treats the electron as a point. Its thermal wavelength, $h/\sqrt{2\pi mk_BT}$, is 9.87 nm for the transverse mass of silicon, $0.19m_e$, and 4.35 nm for the longitudinal mass, $0.98m_e$ (both masses rough). These lengths are comparable with $r_c$ or longer.

The cost of localization can be put as an energy. Take a Gaussian packet $\psi\propto e^{-x^2/4\sigma^2}$ of rms width $\sigma$ along one axis. Its slope is $\psi'=-(x/2\sigma^2)\psi$, and $\langle x^2\rangle=\sigma^2$, so its kinetic energy is

$$\frac{\hbar^2}{2m}\,\frac{\langle x^2\rangle}{4\sigma^4}=\frac{\hbar^2}{8m\sigma^2}=\frac{\hbar^2}{2mr_c^2}\quad\text{for }\sigma=\frac{r_c}{2}.$$

Two axes have the transverse mass and one the longitudinal mass. In atomic units the sum is

$$\frac1{2(90.0)^2}\left(\frac2{0.19}+\frac1{0.98}\right)=7.1\times10^{-4}\ \text{hartree},$$

or 19.4 meV, which is 0.75 of $k_BT$. A packet of this width thus costs about three quarters of the energy that the attraction supplies at $r_c$. The number depends on the width chosen, as $1/\sigma^2$, and about a quarter of this packet still lies outside $r_c$; holding the electron strictly inside a sphere of radius $r_c$ would cost about $2.4\,k_BT$. The value of $r_c$ follows from its definition and is unchanged, but a sharp classical orbit at this distance is only a marginal picture.

Two other assumptions are safer. Silicon has six conduction valleys and two spin states. Each axis contributes $\int e^{-\hbar^2k^2/2mk_BT}\,dk/2\pi$, which is the inverse thermal wavelength. The effective density of states is therefore

$$N_c=\frac{12}{(9.87\ \text{nm})^2(4.35\ \text{nm})}=2.8\times10^{19}\ \text{cm}^{-3}.$$

The ratio $n/N_c$ is $3.5\times10^{-4}$ at the lower density and 0.035 at the higher one, so Boltzmann statistics suit the mean free-electron gas in both cases. This does not mean the donor is always an ion. Arsenic has a quantum bound level about 54 meV (rough) below the conduction band, and the ratio of neutral to ionized donors is about $2(n/N_c)\,e^{54\,\text{meV}/k_BT}$: below 1% of the donors are neutral at the lower density, but roughly a third at the higher one. Also, $r_c$ spans 8.8 lattice constants (0.543 nm each, rough), which makes a continuum dielectric reasonable at this distance, though not close to the arsenic atom.

## The estimate beside real silicon devices

A density of $10^{16}$ cm$^{-3}$ is a plausible value for lightly doped silicon. There, deep inside the silicon and away from junctions, the estimate of roughly 5 nm stands, with a screening correction of about a tenth. Close to an oxide interface it does not carry over unchanged, because the ion is no longer surrounded by silicon on all sides, as the derivation assumed. Under thick silicon dioxide (relative permittivity about 3.9), the image charge lengthens the distance, for an electron at the same depth as the ion, to about 6.0 nm at a depth of 5 nm and 5.4 nm at a depth of 10 nm. Arsenic-doped source and drain regions are far from this case: their doping can approach $10^{20}$ cm$^{-3}$, above $N_c$, where neither Boltzmann statistics nor the picture of an isolated ion applies. In a depleted junction there are few mobile electrons to screen the ion, but the assumption of zero field breaks down. At 0.1 MV/cm, a plausible junction field, the attraction dominates only out to about 3.5 nm on the escape side. The numerical output below gives the values for the two electron densities treated above and for this junction field; the source and drain regions were not computed.

## Values computed for the example and the checks

```
Temperature: 300 K
Relative permittivity of silicon (rough): 11.7
Thermal energy kT: 25.85 meV
Thermal energy kT: 9.5004e-04 hartree
Vacuum Coulomb constant e^2/(4 pi eps0): 1.4400 eV nm
Same constant divided by eps_r: 0.1231 eV nm
Ion charge seen through the crystal: 0.0855 e
Radius r_c from formula: 4.76 nm
Radius r_c from work integral: 4.76 nm
Radius r_c: 90.0 bohr
Radius if thermal energy means 3kT/2: 3.17 nm
Radius in vacuum at 300 K: 55.7 nm
Radius in silicon at 400 K, same eps_r: 3.57 nm
Fraction with negative energy at r_c, formula: 0.428
Same fraction, random sampling: 0.428
Passing electron, total energy: 38.8 meV
Passing electron, impact offset: 4.76 nm
Passing electron, closest approach: 3.51 nm
Passing electron, final distance: 245 nm
Electron density: 1e+16 cm^-3
  Debye length: 40.88 nm
  Screened equality radius: 4.29 nm
  Change from r_c: -10.0 %
  Mean electrons in r_c sphere, uniform n: 0.0045
  Degeneracy ratio n/N_c: 3.5e-04
Electron density: 1e+18 cm^-3
  Debye length: 4.09 nm
  Screened equality radius: 2.55 nm
  Change from r_c: -46.4 %
  Mean electrons in r_c sphere, uniform n: 0.4520
  Degeneracy ratio n/N_c: 3.5e-02
Effective density of states N_c: 2.83e+19 cm^-3
Ion field at r_c: 0.054 MV/cm
Applied junction field: 0.10 MV/cm
Saddle distance in that field: 3.51 nm
Barrier lowering in that field: 70.2 meV
Transverse mass (rough): 0.19 electron masses
Longitudinal mass (rough): 0.98 electron masses
Thermal wavelength, transverse mass: 9.87 nm
Thermal wavelength, longitudinal mass: 4.35 nm
Packet rms width per axis, r_c/2: 2.38 nm
Packet kinetic energy: 19.4 meV
Packet kinetic energy over kT: 0.75
Lattice constant (rough): 0.543 nm
r_c over lattice constant: 8.8
```
